# Exchange-Correlation Energy as a Coupling-Strength Integral at Fixed Density, part 2

The problem is to express the exchange-correlation energy $E_{xc}$ of $N$ electrons through their repulsion, which is multiplied by a number $\lambda$ between 0 and 1. Hartree atomic units are used.

Let $\Psi_\lambda$ be the ground state, with energy $E_\lambda$, of $H_\lambda = T + \lambda W + \sum_i v_\lambda(r_i)$. Here $T$ is the kinetic operator, $W = \sum_{i<j} w(r_i, r_j)$ is the full repulsion, and $v_\lambda$ keeps the density equal to the density $n$ of the real system. At $\lambda = 1$ the potential is the external one, $v$, and $E_1 = E$; at $\lambda = 0$ it is the Kohn-Sham potential $v_s$.

The expectation values of $T$ and $W$ in $\Psi_\lambda$ are $T_\lambda$ and $W_\lambda$, with $T_0 = T_s$. The Hartree energy is $U_H = \frac{1}{2} \iint n(r) \, n(r') \, w(r,r') \, dr \, dr'$. The definition of $E_{xc}$, and what follows from it, are

$$ E = T_s + \int v n \, dr + U_H + E_{xc} . \tag{8} $$

$$ E_{xc} = (T_1 - T_s) + (W_1 - U_H) . \tag{9} $$

The first derivation assumed that $v_\lambda$ exists for every $\lambda$, that the ground state is nondegenerate, and that $\Psi_\lambda$ and $v_\lambda$ are differentiable in $\lambda$. The Hellmann-Feynman theorem then gave

$$ \frac{dE_\lambda}{d\lambda} = W_\lambda + \int n(r) \, \frac{d v_\lambda(r)}{d\lambda} \, dr . \tag{14} $$

With $F_\lambda = E_\lambda - \int v_\lambda n \, dr = T_\lambda + \lambda W_\lambda$, this led to

$$ \frac{dF_\lambda}{d\lambda} = W_\lambda . \tag{16} $$

$$ E_{xc} = \int_0^1 \langle \Psi_\lambda | W | \Psi_\lambda \rangle \, d\lambda - U_H . \tag{18} $$

If the potential is instead frozen at $v$, let $E_0'$ be the noninteracting energy and $W_\lambda'$ the expectation value of $W$ on that path. Then

$$ E - E_0' = \int_0^1 W_\lambda' \, d\lambda . \tag{19} $$

$$ \int_0^1 W_\lambda' \, d\lambda - U_H = E_{xc} + D, \qquad D = T_s + \int v n \, dr - E_0' . \tag{20} $$

### A proof without derivatives

The energy $F_\lambda$ has a variational meaning. Let $\Phi$ be any normalized state with density $n$. Since $E_\lambda$ is the lowest eigenvalue,

$$ E_\lambda \le \langle \Phi | H_\lambda | \Phi \rangle = \langle \Phi | T + \lambda W | \Phi \rangle + \int v_\lambda n \, dr . $$

Subtracting the potential energy from both sides gives

$$ F_\lambda \le \langle \Phi | T + \lambda W | \Phi \rangle , \tag{22} $$

with equality for $\Phi = \Psi_\lambda$. So $F_\lambda$ is the minimum of kinetic energy plus scaled repulsion among the states of density $n$.

Take two couplings $\mu > \lambda$. The state $\Psi_\lambda$ has the density $n$ and may serve as a trial state at $\mu$:

$$ F_\mu \le \langle \Psi_\lambda | T + \mu W | \Psi_\lambda \rangle = F_\lambda + (\mu - \lambda) W_\lambda . $$

Conversely, $\Psi_\mu$ is a trial state at $\lambda$:

$$ F_\lambda \le \langle \Psi_\mu | T + \lambda W | \Psi_\mu \rangle = F_\mu - (\mu - \lambda) W_\mu . $$

Solving both for the difference quotient, with $\mu - \lambda > 0$, yields

$$ W_\mu \le \frac{F_\mu - F_\lambda}{\mu - \lambda} \le W_\lambda . \tag{23} $$

Two conclusions follow. First, $W_\lambda$ does not rise with $\lambda$: at fixed density, stronger coupling makes the electrons avoid each other at least as well. Second, where $W_\lambda$ is continuous, letting $\mu$ approach $\lambda$ squeezes the quotient and returns (16), without any derivative of the wavefunction.

The integral follows directly as well. Divide the range from 0 to 1 into $M$ equal steps with end points $\lambda_k = k/M$, apply (23) to each step, and add:

$$ \frac{1}{M} \sum_{k=1}^{M} W_{\lambda_k} \le F_1 - F_0 \le \frac{1}{M} \sum_{k=0}^{M-1} W_{\lambda_k} . \tag{24} $$

The two sums share all terms but the first and the last, so they differ by $(W_0 - W_1)/M$. This goes to zero as $M$ grows, and both sums tend to $\int_0^1 W_\lambda \, d\lambda$.

### Conditions

The argument from (22) to (24) needs less than the first derivation. If $F_\lambda$ is defined from the start as the minimum in (22), then $v_\lambda$ need not exist at intermediate couplings; it is enough that a minimizing state exists. If there are several minimizing states, any of them may be used for $W_\lambda$. The integrand can then jump downward, but a function that never rises is still integrable, and (18) stands.

The end $\lambda = 0$ needs more care. The formula uses $F_0 = T_s$, where the minimum runs over all antisymmetric states. If the Kohn-Sham ground state is nondegenerate, it is a single determinant, and this $T_s$ is the kinetic energy of its orbitals. If it is degenerate, the minimizing state may be a combination of determinants. A $T_s$ computed from one determinant can then be larger than $F_0$, and (18) does not hold with that $T_s$ in (8).

The formula also fails in general if the density drifts along the path. Equation (20) shows the consequence for the case of a frozen potential.

### The two ends and the kinetic energy

When $\Psi_0$ is a single determinant, $W_0 - U_H$ is by definition the exchange energy $E_x$. For two electrons in a singlet, both occupy one orbital $\varphi$ with $|\varphi|^2 = n/2$, and the spatial wavefunction is $\varphi(r)\varphi(r')$. Then

$$ W_0 = \iint \frac{n(r)}{2} \, \frac{n(r')}{2} \, w(r,r') \, dr \, dr' = \frac{1}{2} U_H, \qquad E_x = -\frac{1}{2} U_H . \tag{25} $$

The rest of $E_{xc}$ is the correlation energy:

$$ E_c = E_{xc} - E_x = \int_0^1 (W_\lambda - W_0) \, d\lambda \le 0 , \tag{26} $$

where the sign follows from (23).

Although the integrand contains the repulsion alone, the integral includes the kinetic difference. From $F_1 - F_0 = T_1 + W_1 - T_s$ and (18),

$$ T_1 - T_s = \int_0^1 (W_\lambda - W_1) \, d\lambda \ge 0 . \tag{27} $$

Avoiding one another requires the electrons to deform their wavefunction, which costs kinetic energy. The value $W_1 - U_H$ at full coupling omits this cost and lies too low, while the value at $\lambda = 0$ omits correlation and lies too high:

$$ W_1 - U_H \le E_{xc} \le W_0 - U_H . \tag{28} $$

Suppose that $W_\lambda$ has a power series about $\lambda = 0$ and that the terms beyond the linear one are small up to $\lambda = 1$, so that $W_\lambda$ may be replaced by a straight line in $\lambda$. The integrals (26) and (27) are then triangles of area $\frac{1}{2}(W_0 - W_1)$, so that $T_1 - T_s = -E_c$ to leading order. Half of the gain in repulsion is paid back as kinetic energy. If $W_\lambda$ is convex, it lies below its chord, and the share paid back is at most half.

### Two electrons in a box

Two electrons in a singlet move on a line of length 6 bohr between hard walls. The potential is $v(x) = 0.1\,x$ hartree and the repulsion is $w(x,x') = 1/\sqrt{(x-x')^2 + 1}$ hartree, with $x$ in bohr. These are round model parameters. Space is represented by 23 interior points with spacing $h = 0.25$ bohr, and the kinetic operator by the second difference,

$$ -\frac{1}{2} \frac{d^2\varphi}{dx^2} \to -\frac{\varphi_{i+1} - 2\varphi_i + \varphi_{i-1}}{2h^2} . $$

The density becomes a set of site occupations $n_i$ that add up to 2, and integrals over it become sums. The derivation used a Hermitian Hamiltonian, normalized states and a one-body energy $\sum_i v_i n_i$. All three are present on the lattice. The proof from (22) to (24) needs in addition a minimizing state at each $\lambda$, and one exists here because the normalized states with given occupations form a closed and bounded set in a space of finite dimension. So (18) holds there for any spacing, and the numbers can check it to many digits. As values for continuous space they are less precise: halving the spacing changes $E_{xc}$ by $3 \times 10^{-5}$ hartree and the total energy by $9 \times 10^{-4}$ hartree. The small change of $E_{xc}$ is a cancellation: $E_x$ and $E_c$ each move by $3 \times 10^{-4}$ hartree in opposite directions, $T_1 - T_s$ moves by $2 \times 10^{-4}$ hartree and $D$ by $3 \times 10^{-4}$ hartree. The fourth decimal of these parts belongs to the lattice.

**The definition.** Diagonalizing the two-electron Hamiltonian at full coupling gives, in hartree,

$$ E = T_1 + W_1 + \sum_i v_i n_i = 0.3499 + 0.5843 + 0.5280 = 1.4622 . $$

The Hartree energy of this density is $U_H = 1.3081$ hartree. The noninteracting kinetic energy comes from the orbital $\varphi_i = \sqrt{n_i/2}$. With $t$ the kinetic matrix of one electron, the potential $v_{s,i} = -(t\varphi)_i/\varphi_i$ makes $\varphi$ an eigenvector of $t + v_s$ with eigenvalue zero. It is the lowest one, for the following reason. The off-diagonal elements of $t$ are negative or zero, so replacing the components of a real lowest eigenvector by their absolute values cannot raise its energy. Hence there is a lowest eigenvector without negative components. It cannot be orthogonal to the positive vector $\varphi$, whereas eigenvectors with different eigenvalues are orthogonal. So $\varphi$ has the lowest eigenvalue, and $T_s = 2 \sum_{ij} \varphi_i t_{ij} \varphi_j = 0.3202$ hartree. Equation (9) then gives, in hartree,

$$ E_{xc} = (0.3499 - 0.3202) + (0.5843 - 1.3081) = 0.0297 - 0.7238 = -0.6941 . \tag{29} $$

No path was used.

**The path.** At each $\lambda$ the potential $v_\lambda$ is now adjusted until the interacting ground state has the occupations $n_i$. The expectation value of the repulsion is then, with six decimals kept for the check of the identity:

| $\lambda$ | $W_\lambda$ (hartree) |
|---|---|
| 0.00 | 0.654040 |
| 0.25 | 0.630543 |
| 0.50 | 0.611243 |
| 0.75 | 0.596092 |
| 1.00 | 0.584289 |

Simpson's rule with these five values gives, in hartree,

$$ \frac{0.654040 + 4(0.630543) + 2(0.611243) + 4(0.596092) + 0.584289}{12} = \frac{7.367355}{12} = 0.613946 . $$

Gauss quadrature with eight points gives 0.613951 hartree, so the five-point rule is off by $5 \times 10^{-6}$ hartree. With the Gauss value,

$$ E_{xc} = 0.613951 - 1.308080 = -0.694129 \text{ hartree} , \tag{30} $$

or $-18.89$ eV. Before rounding, this differs from the value by definition by less than $10^{-12}$ hartree. The remainder is set mainly by how tightly the occupations are matched at each $\lambda$.

**The bounds.** The values of $W_\lambda$ fall with $\lambda$, as (23) requires. Between $\lambda = 0$ and $0.25$ the difference quotient of $F_\lambda$ is 0.641981 hartree, which lies between 0.630543 and 0.654040 hartree. The other three intervals also pass this test. With $M = 4$, (24) confines the integral to the range from 0.6055 to 0.6230 hartree.

**The parts.** The exchange energy is $E_x = 0.6540 - 1.3081 = -0.6541$ hartree from the rounded entries and $-0.6540$ hartree before rounding, which is $-U_H/2$ as in (25). The correlation energy is $E_c = -0.0401$ hartree. From $\lambda = 0$ to 1 the repulsion falls by $0.654040 - 0.584289 = 0.0698$ hartree, of which 0.0297 hartree, or 43%, is paid back as kinetic energy. The share is below one half, in line with the table, where the successive drops of $W_\lambda$ become smaller. Using $W_1 - U_H = -0.7238$ hartree in place of the integral would make $E_{xc}$ too low by 0.0297 hartree. This is 4% of the magnitude of $E_{xc}$ but 74% of that of $E_c$.

**The Hellmann-Feynman theorem.** Differences of $E_\lambda$ between $\lambda = 0.49$ and $0.51$ give a slope of $-0.7316$ hartree, although $W_{0.5} = 0.6112$ hartree is positive. The potential term in (14) supplies the rest:

$$ 0.6112 - 1.3429 = -0.7317 \text{ hartree} , $$

in agreement within rounding. A constant $c_\lambda$ added to $v_\lambda$ shifts both the slope and the potential term by $N \, dc_\lambda/d\lambda$. The values $-0.7316$ and $-1.3429$, including their sign, thus depend on the free constant in $v_\lambda$, fixed here by giving $v_{\lambda,i}$ the same sum over sites as $v_i + \frac{1}{2}(1-\lambda) \sum_j w_{ij} n_j$. Their difference, $W_\lambda$, does not depend on it.

**The frozen potential.** If $v$ is kept fixed, the noninteracting energy is $E_0' = 0.8185$ hartree, and the density at $\lambda = 0$ deviates from $n$ by up to 0.15 per bohr, where the mean density in the box is 0.33 per bohr. The integral of the repulsion becomes 0.6437 hartree, equal to $E - E_0'$ as in (19). Subtracting $U_H$ leaves $-0.6644$ hartree, which is 0.0297 hartree above $E_{xc}$. Equation (20) accounts for this error:

$$ D = 0.3202 + 0.5280 - 0.8185 = 0.0297 \text{ hartree} . $$

To four decimals $D$ equals $T_1 - T_s$ in (29). The two are different quantities, and with more digits they separate: 0.02974 against 0.02966 hartree. Nothing derived here requires them to be close, and the near agreement is an accident of the parameters: with $v(x) = 0.3\,x$ on the same lattice, $D = 0.0264$ hartree while $T_1 - T_s = 0.0166$ hartree. The numerical output that follows gives the computed energies to six decimals; $D$, the bounds from (24) and the percentages follow from them by arithmetic.

## Calculated quantities

```
box length: 6.0 bohr
slope of external potential: 0.1 hartree/bohr
softening length: 1.0 bohr
interior lattice points: 23
lattice spacing: 0.250 bohr
-- interacting ground state and definition of E_xc --
total energy E: 1.462166 hartree
kinetic energy T: 0.349877 hartree
repulsion W_1: 0.584289 hartree
external energy sum(v n): 0.528000 hartree
noninteracting kinetic energy T_s: 0.320214 hartree
Hartree energy U_H: 1.308080 hartree
E_xc from definition: -0.694129 hartree
-- path of fixed density --
W at lambda = 0.00: 0.654040 hartree
W at lambda = 0.25: 0.630543 hartree
W at lambda = 0.50: 0.611243 hartree
W at lambda = 0.75: 0.596092 hartree
W at lambda = 1.00: 0.584289 hartree
slope of F, lambda 0.00 to 0.25: 0.641981 hartree
slope of F, lambda 0.25 to 0.50: 0.620526 hartree
slope of F, lambda 0.50 to 0.75: 0.603351 hartree
slope of F, lambda 0.75 to 1.00: 0.589949 hartree
integral of W, Gauss 8 points: 0.613951 hartree
integral of W, Simpson 5 points: 0.613946 hartree
E_xc from path integral: -0.694129 hartree
E_xc from path integral: -18.8882 eV
path minus definition: -2.3e-13 hartree
-- parts of E_xc --
exchange energy W_0 - U_H: -0.654040 hartree
correlation energy E_xc - E_x: -0.040089 hartree
W_1 - U_H: -0.723791 hartree
kinetic part T - T_s: 0.029662 hartree
-- Hellmann-Feynman check at lambda = 0.50 --
dE/dlambda by differences: -0.731626 hartree
potential term sum(n dv/dlambda): -1.342870 hartree
W plus potential term: -0.731627 hartree
-- frozen external potential --
energy at lambda = 0: 0.818475 hartree
integral of W: 0.643691 hartree
integral of W minus U_H[n]: -0.664389 hartree
largest density change at lambda = 0: 0.1513 1/bohr
-- lattice with half the spacing --
total energy E: 1.463038 hartree
E_xc from definition: -0.694098 hartree
```
